**Equilibrium thickness-to-diameter ratio of a thin oblate precipitate**

The program tests the law β = (σ/(gR))^(3/5), which makes β scale as V^(-1/5) at fixed misfit. Here β is thickness over diameter, σ the interface energy, V the volume, R the radius of the sphere of equal volume, and gβ the strain-energy density. For a misfit ε normal to the plate, g = πμε²/[4(1−ν)], where μ and ν are the shear modulus and Poisson ratio of the matrix. The program asserts the half-space solution symbolically and compares the linear strain law with a bonded ellipsoidal inclusion. It then minimises the full interface and elastic energy numerically and asserts the thin-limit prefactor, exponents, energy ratio and curvature. The full minimum has exponent −0.19998 between 10¹⁰ and 10¹¹ nm³ for equal stiffness. For rough parameters in the regime of oxide platelets in silicon, the thin law gives β = 0.108 at 10³ nm³ and 0.043 at 10⁵ nm³. The output also sizes the effects of a softer oxide, cubic elasticity, in-plane misfit, temperature and misfit relief, and includes a rough estimate for shedding a dislocation loop.

## Numerical verification

```python
"""Equilibrium shape of a thin oblate precipitate.

Result under test: if strain-energy density = g*beta, then at fixed volume V
    beta = (sigma/(g*R))**(3/5),  R = (3V/(4 pi))**(1/3),  beta ~ V**(-1/5).
beta  : thickness/diameter = c/a of a spheroid with semi-axes a, a, c
sigma : interface energy (J/m^2 = GPa nm)
g     : pi*mu*eps^2/(4*(1-nu)) for misfit eps normal to the plate
mu, nu: shear modulus (GPa) and Poisson ratio of the matrix
Lengths are in nm; energies are in GPa nm^3 until converted to eV.
The independent road is a bonded ellipsoidal inclusion, solved by averaging
the elastic Green function over wave directions, with the full spheroid area.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import j0, j1, spherical_jn

mu, nu = 65.0, 0.22
mu_oxide, nu_oxide = 31.0, 0.17
sigma, eps = 0.4, 0.2
burgers = 0.38
temperature = 1273.0
cubic_si = (166.0, 64.0, 80.0)
to_ev = 1e-18 / constants.e
normal_misfit = np.array([0.0, 0.0, eps])
nodes, weights = np.polynomial.legendre.leggauss(100)


def direction_grid(beta):
    """Nodes and weights on 0<s<1, concentrated near s=beta."""
    top = np.arcsinh(1 / beta)
    w = 0.5 * top * (nodes + 1)
    return beta * np.sinh(w), 0.5 * top * weights * beta * np.cosh(w)


def stiffness(shear, poisson):
    lame = 2 * shear * poisson / (1 - 2 * poisson)
    return lame * np.ones((3, 3)) + 2 * shear * np.eye(3)


def strain_density(beta, misfit, plate=(mu, nu)):
    """Elastic energy per volume of a bonded spheroidal inclusion."""
    s, ws = direction_grid(beta)
    q = beta**2 * (1 - s**2) / (s**2 + beta**2 * (1 - s**2))
    q1, q2 = np.sum(ws * q), np.sum(ws * q**2)
    second = np.diag([q1 / 2, q1 / 2, 1 - q1])
    mixed = (q1 - q2) / 2
    fourth = np.array([[3 * q2 / 8, q2 / 8, mixed],
                       [q2 / 8, 3 * q2 / 8, mixed],
                       [mixed, mixed, 1 - 2 * q1 + q2]])
    green = (second - fourth / (2 * (1 - nu))) / mu
    c_matrix, c_plate = stiffness(mu, nu), stiffness(*plate)
    shape = green @ c_matrix
    equivalent = np.linalg.solve((c_plate - c_matrix) @ shape + c_matrix,
                                 c_plate @ misfit)
    stress = c_plate @ (shape @ equivalent - misfit)
    return -0.5 * stress @ misfit


def cubic_density(beta, constants_cubic):
    """Normal-misfit energy density, equal cubic stiffness, plate on (001)."""
    c11, c12, c44 = constants_cubic
    s, ws = direction_grid(beta)
    phi = 2 * np.pi * np.arange(64) / 64
    rho = np.sqrt(1 - np.minimum(s, 1.0)**2)
    n = np.stack([rho[:, None] * np.cos(phi), rho[:, None] * np.sin(phi),
                  (s / beta)[:, None] * np.ones(64)], axis=-1)
    n /= np.linalg.norm(n, axis=-1, keepdims=True)
    acoustic = (c12 + c44) * n[..., :, None] * n[..., None, :]
    for i in range(3):
        acoustic[..., i, i] = c44 + (c11 - c44) * n[..., i]**2
    force = n * np.array([c12, c12, c11])
    reply = np.linalg.solve(acoustic, force[..., None])[..., 0]
    per_wave = c11 - np.sum(force * reply, axis=-1)
    return 0.5 * eps**2 * np.sum(ws * per_wave.mean(axis=1))


def area_over_a2(beta):
    x, wx = direction_grid(beta)
    return 4 * np.pi * np.sum(wx * np.sqrt(x**2 + beta**2 * (1 - x**2)))


def full_energies(beta, volume, misfit=normal_misfit, plate=(mu, nu)):
    a = (3 * volume / (4 * np.pi * beta))**(1 / 3)
    return (sigma * a**2 * area_over_a2(beta),
            volume * strain_density(beta, misfit, plate))


def best_ratio(volume, misfit=normal_misfit, plate=(mu, nu)):
    fit = minimize_scalar(
        lambda x: sum(full_energies(np.exp(x), volume, misfit, plate)),
        bounds=(-9.0, -0.02), method="bounded", options={"xatol": 1e-9})
    return np.exp(fit.x)


g = np.pi * mu * eps**2 / (4 * (1 - nu))


def thin_ratio(volume):
    radius = (3 * volume / (4 * np.pi))**(1 / 3)
    return (sigma / (g * radius))**0.6


# Half-space response: equilibrium, shear-free surface, pressure/displacement.
x, z, k, m, v = sp.symbols("x z k m v", positive=True)
potential = sp.exp(-k * z) * sp.cos(k * x)
ux = (1 - 2*v) * sp.diff(potential, x) + z * sp.diff(potential, x, z)
uz = -2*(1 - v) * sp.diff(potential, z) + z * sp.diff(potential, z, 2)
lame = 2 * m * v / (1 - 2*v)
div = sp.diff(ux, x) + sp.diff(uz, z)
for u, axis in ((ux, x), (uz, z)):
    balance = (m * (sp.diff(u, x, 2) + sp.diff(u, z, 2))
               + (lame + m) * sp.diff(div, axis))
    assert sp.simplify(balance) == 0
assert sp.simplify((sp.diff(ux, z) + sp.diff(uz, x)).subs(z, 0)) == 0
pressure = -(lame * div + 2 * m * sp.diff(uz, z)).subs(z, 0)
assert sp.simplify(pressure / uz.subs(z, 0) - m * k / (1 - v)) == 0

# Slit profile transform and the energy integral.
wave = 3.7
transform = quad(lambda r: r * j0(wave * r) * np.sqrt(1 - r*r), 0, 1)[0]
assert abs(transform - spherical_jn(1, wave) / wave) < 1e-8
cut = 200.0
bessel_sum = quad(lambda t: spherical_jn(1, t)**2, 0, cut, limit=1000)[0]
bessel_sum += 1 / (2 * cut)  # mean tail; oscillating remainder ~ 1/cut^2
assert abs(bessel_sum - np.pi / 6) < 3e-5

# Linear strain-energy law against the bonded inclusion.
small = 1e-3
slope = strain_density(small, normal_misfit) / small
assert abs(slope / g - 1) < 1e-4
area_excess = area_over_a2(0.01) / (2 * np.pi) - 1
assert abs(area_excess / (0.01**2 * np.log(2 / 0.01)) - 1) < 1e-3

# Dilatation gives no shape dependence; in-plane misfit changes the slope.
dilation = np.array([eps, eps, eps])
dilation_values = [strain_density(b, dilation) for b in (0.02, 0.2, 0.8)]
assert np.ptp(dilation_values) / np.mean(dilation_values) < 1e-9
for eta in (0.02, -0.1):
    delta = eps - eta
    predicted = np.pi * mu / (4*(1-nu)) * (delta**2 + 4*(1+nu)*eta*delta)
    constant = 2 * mu * (1 + nu) / (1 - nu) * eta**2
    measured = (strain_density(small, np.array([eta, eta, eps]))
                - constant) / small
    assert abs(measured / predicted - 1) < 0.01  # next term is order beta
assert measured < 0

# Full minimisation in the thin limit.
v1, v2 = 1e10, 1e11
b1, b2 = best_ratio(v1), best_ratio(v2)
e1, e2 = full_energies(b1, v1), full_energies(b2, v2)
a1, a2 = [(3*vol/(4*np.pi*b))**(1/3) for vol, b in ((v1, b1), (v2, b2))]
exponent = np.log10(b2 / b1)
assert abs(exponent + 0.2) < 1e-3
assert abs(b1 / thin_ratio(v1) - 1) < 1e-3
assert abs(e1[1] / e1[0] - 2 / 3) < 1e-3
assert abs(np.log10(sum(e2) / sum(e1)) - 0.8) < 1e-3
assert abs(np.log10(a2 / a1) - 0.4) < 1e-3
assert abs(np.log10(a2 * b2 / (a1 * b1)) - 0.2) < 1e-3
assert abs((a1 * b1)**2 / (sigma * a1 / g) - 1) < 2e-3
h = 0.01
curvature = (sum(full_energies(b1*np.exp(h), v1)) - 2*sum(e1)
             + sum(full_energies(b1*np.exp(-h), v1))) / h**2
assert abs(curvature / e1[0] - 10 / 9) < 2e-3
relief_factor = best_ratio(v1, normal_misfit / 2) / b1
assert abs(relief_factor / 2**1.2 - 1) < 2e-3

# A soft plate shifts the thin law by a relative amount of order beta.
oxide = (mu_oxide, nu_oxide)
shifts = [best_ratio(vol, plate=oxide) / thin_ratio(vol) - 1
          for vol in (1e9, 1e12)]
assert abs(shifts[1] / shifts[0] - 10**(-0.6)) < 0.03

# Cubic elasticity code must recover the isotropic inclusion.
c_iso = stiffness(mu, nu)
iso_cubic = (c_iso[0, 0], c_iso[0, 1], mu)
assert abs(cubic_density(0.1, iso_cubic)
           / strain_density(0.1, normal_misfit) - 1) < 1e-8


def loop_sum(limit_x):
    return quad(lambda t: j1(t)**2, 0, limit_x, limit=2000)[0]


assert abs(loop_sum(500) - loop_sum(50) - np.log(10) / np.pi) < 0.01

print(f"matrix shear modulus {mu:.0f} GPa, Poisson ratio {nu:.2f}")
print(f"oxide shear modulus {mu_oxide:.0f} GPa, Poisson ratio {nu_oxide:.2f}")
print(f"interface energy {sigma:.2f} J/m^2; normal misfit {eps:.2f}")
print(f"strain coefficient g {g:.4f} GPa")
print(f"length sigma/g {sigma/g:.4f} nm")
print(f"inclusion slope / g at beta=0.001: {slope/g:.6f}")
print(f"full-minimum exponent, 1e10 to 1e11 nm^3: {exponent:.5f}")
print(f"full strain/interface energy at 1e10 nm^3: {e1[1]/e1[0]:.5f}")
soft_ratios = []
volumes = (1e3, 1e4, 1e5)
for volume in volumes:
    beta = thin_ratio(volume)
    radius = (3 * volume / (4 * np.pi))**(1 / 3)
    a = radius * beta**(-1 / 3)
    surface = 2 * np.pi * sigma * a**2
    strain = g * beta * volume
    equal, soft = best_ratio(volume), best_ratio(volume, plate=oxide)
    soft_ratios.append(soft)
    loop = (np.pi * mu * burgers**2 * a / (2 * (1 - nu))
            * loop_sum(2 * np.pi * a / burgers))
    relieved = np.pi * a**2 * burgers / (eps * volume)
    release = strain * (1 - (1 - relieved)**2)
    print(f"V={volume:.0f} nm^3: R {radius:.3f} nm, thin beta {beta:.4f}")
    print(f"  diameter {2*a:.2f} nm, thickness {2*a*beta:.3f} nm")
    print(f"  interface {surface*to_ev:.1f} eV, strain {strain*to_ev:.1f} eV")
    print(f"  mean plate pressure {2*g*beta/eps:.3f} GPa")
    print(f"  full beta: equal stiffness {equal:.4f}, soft oxide {soft:.4f}")
    print(f"  loop cost {loop*to_ev:.0f} eV, release {release*to_ev:.0f} eV")
soft_exponent = np.log(soft_ratios[2] / soft_ratios[0]) / np.log(100)
print(f"soft-oxide mean exponent, 1e3 to 1e5 nm^3: {soft_exponent:.4f}")

main = volumes[0]
beta_main = thin_ratio(main)
a_main = (3 * main / (4 * np.pi * beta_main))**(1 / 3)
surface_main = 2 * np.pi * sigma * a_main**2 * to_ev
cubic_factor = (cubic_density(beta_main, cubic_si)
                / strain_density(beta_main, normal_misfit))
thermal_ev = constants.k * temperature / constants.e
spread = np.sqrt(thermal_ev / (10 / 9 * surface_main))
in_plane = best_ratio(main, np.array([0.01, 0.01, eps]))
print("neglected effects at V=1000 nm^3:")
print("  cubic C11, C12, C44: %.0f, %.0f, %.0f GPa" % cubic_si)
print(f"  cubic/isotropic strain energy {cubic_factor:.4f}")
print(f"  resulting factor on beta {cubic_factor**(-0.6):.4f}")
print(f"  full beta with in-plane misfit 0.01: {in_plane:.4f}")
print(f"  thermal energy at {temperature:.0f} K: {thermal_ev:.4f} eV")
print(f"  thermal rms spread of ln(beta): {spread:.5f}")
print(f"  factor on beta if interface energy doubles: {2**0.6:.3f}")
print(f"  factor on beta if normal misfit halves: {2**1.2:.3f}")
print(f"  Burgers length used for loop estimate: {burgers:.2f} nm")
print("every check passed")
```

It prints:

```
matrix shear modulus 65 GPa, Poisson ratio 0.22
oxide shear modulus 31 GPa, Poisson ratio 0.17
interface energy 0.40 J/m^2; normal misfit 0.20
strain coefficient g 2.6180 GPa
length sigma/g 0.1528 nm
inclusion slope / g at beta=0.001: 0.999999
full-minimum exponent, 1e10 to 1e11 nm^3: -0.19998
full strain/interface energy at 1e10 nm^3: 0.66649
V=1000 nm^3: R 6.204 nm, thin beta 0.1084
  diameter 26.02 nm, thickness 2.820 nm
  interface 2656.0 eV, strain 1770.6 eV
  mean plate pressure 2.837 GPa
  full beta: equal stiffness 0.1075, soft oxide 0.1240
  loop cost 2944 eV, release 1770 eV
V=10000 nm^3: R 13.365 nm, thin beta 0.0684
  diameter 65.37 nm, thickness 4.469 nm
  interface 16758.0 eV, strain 11172.0 eV
  mean plate pressure 1.790 GPa
  full beta: equal stiffness 0.0681, soft oxide 0.0747
  loop cost 8530 eV, release 9705 eV
V=100000 nm^3: R 28.794 nm, thin beta 0.0431
  diameter 164.20 nm, thickness 7.084 nm
  interface 105735.8 eV, strain 70490.5 eV
  mean plate pressure 1.129 GPa
  full beta: equal stiffness 0.0430, soft oxide 0.0457
  loop cost 24265 eV, release 45312 eV
soft-oxide mean exponent, 1e3 to 1e5 nm^3: -0.2169
neglected effects at V=1000 nm^3:
  cubic C11, C12, C44: 166, 64, 80 GPa
  cubic/isotropic strain energy 0.9909
  resulting factor on beta 1.0055
  full beta with in-plane misfit 0.01: 0.1021
  thermal energy at 1273 K: 0.1097 eV
  thermal rms spread of ln(beta): 0.00610
  factor on beta if interface energy doubles: 1.516
  factor on beta if normal misfit halves: 2.297
  Burgers length used for loop estimate: 0.38 nm
every check passed
```
